# How surrounding permittivity shifts the interaction in a two-dimensional sheet

**Question**

I am stuck on an exercise about a semiconducting monolayer. The sheet has a vacuum screening length of 4 nm, and the mean permittivity of its surroundings is raised from 1 to 4. I am asked to show that the short-distance interaction between two charges in the sheet drops by "a nearly distance-independent 0.50 eV".

I tried the Coulomb law with the permittivity in the denominator, $e^2/(4\pi\varepsilon_0\kappa r)$. The drop is then three quarters of the vacuum interaction: 1.08 eV at 1 nm and 10.8 eV at 0.1 nm. That is neither 0.50 eV nor independent of distance. How can a change of surroundings lower the interaction by a constant? And how short is "short distance": does the statement still hold at the separations that matter in a real monolayer?

**Answer**

Your formula treats the charges as if they sat in a uniform medium of permittivity $\kappa$. At short distance most of the screening comes from the sheet itself, and the surroundings enter differently. The claim also needs a correction: 0.50 eV is the limit of the drop at zero separation, and the drop is smaller at every finite separation. For your numbers it stays within 5% of the limit only up to about 0.1 nm.

**The interaction in Fourier space**

Take an infinitely thin, undoped sheet at $z=0$, with permittivity $\varepsilon_t$ above and $\varepsilon_b$ below. An in-plane field $\mathbf E$ polarizes the sheet linearly, with dipole moment per area

$$\mathbf P=2\varepsilon_0 r_0\mathbf E .$$

This defines the length $r_0$, a property of the sheet that I hold fixed when the surroundings change. Put a charge $e$ at the origin and Fourier transform the potential in the plane. Away from the sheet, Laplace's equation reads $(\partial_z^2-q^2)\phi=0$, so the decaying solution is $\phi(q,z)=\phi_0e^{-q|z|}$.

The normal displacement is $\varepsilon_0\varepsilon_t q\phi_0$ just above the sheet and $-\varepsilon_0\varepsilon_b q\phi_0$ just below. Its jump equals the charge in the sheet, external plus induced. The induced charge density is $-\nabla\cdot\mathbf P=2\varepsilon_0r_0\nabla^2\phi$, which becomes $-2\varepsilon_0r_0q^2\phi_0$. Hence

$$\varepsilon_0(\varepsilon_t+\varepsilon_b)q\phi_0=e-2\varepsilon_0r_0q^2\phi_0 .$$

With the mean permittivity $\kappa=(\varepsilon_t+\varepsilon_b)/2$ and $C=e^2/(4\pi\varepsilon_0)$, the interaction energy of two like charges, $V=e\phi_0$, is

$$V(q)=\frac{e^2}{2\varepsilon_0q(\kappa+r_0q)}=\frac{2\pi C}{q(\kappa+r_0q)} .$$

The surroundings contribute $\kappa$ and the sheet contributes $r_0q$. At large $q$, that is at short distance, the sheet dominates. For an electron and a hole the sign of $V$ reverses, and a drop in $V$ means a weaker attraction.

**Back to real space**

The angular part of the inverse transform gives a Bessel function:

$$V(r)=\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\mathbf r}V(q)=C\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq .$$

To see what this means, write the denominator as an integral over a length $z$:

$$\frac1{\kappa+r_0q}=\frac1{r_0}\int_0^\infty e^{-\kappa z/r_0}e^{-qz}\,dz .$$

The remaining $q$ integral is known from the empty-space problem. With no sheet and $\kappa=1$, the solution above is $2\pi Ce^{-q|z|}/q$, and in real space it must be Coulomb's law at height $z$. Therefore

$$\int_0^\infty J_0(qr)e^{-qz}\,dq=\frac1{\sqrt{r^2+z^2}} .$$

(The exchange of the two integrations is made safe by a factor $e^{-\eta q}$, with $\eta\to0$ at the end.) The result is

$$V(r)=\frac C{r_0}\int_0^\infty\frac{e^{-\kappa z/r_0}}{\sqrt{r^2+z^2}}\,dz .$$

This is the Coulomb energy of a unit charge with a fictitious line of charge. The line starts at the other charge, runs perpendicular to the sheet, and has density $e^{-\kappa z/r_0}/r_0$. Near its start the density is $1/r_0$ whatever the surroundings are. The permittivity $\kappa$ sets only how far the line extends, namely about $r_0/\kappa$.

That answers your first question. Close to the line, the force depends on the nearby density, which $\kappa$ does not change. Shortening the far end removes charge that is almost equally distant from all points close to the start, so it lowers the energy by nearly a constant.

**The logarithm**

The same conclusion follows from the short-distance form of $V$. Let $\ell=r_0/\kappa$. Since $1/\sqrt{r^2+z^2}$ is the $z$ derivative of $\operatorname{arsinh}(z/r)$, integrate by parts. The boundary terms vanish, and $z=\ell t$ gives

$$V(r)=\frac C{r_0}\int_0^\infty e^{-t}\operatorname{arsinh}\!\left(\frac{\ell t}{r}\right)dt .$$

For $r\ll\ell$ the argument is large over most of the range, where $\operatorname{arsinh}y\approx\ln(2y)$. With $\int_0^\infty e^{-t}\ln t\,dt=-\gamma$, where $\gamma$ is Euler's constant,

$$V(r)\approx\frac C{r_0}\left[\ln\frac{2r_0}{\kappa r}-\gamma\right],\qquad r\ll\frac{r_0}\kappa .$$

Inside a logarithm, a factor $1/\kappa$ is an additive constant. Define the drop between two surroundings $\kappa_2>\kappa_1$ as $D(r)=V(r;\kappa_1)-V(r;\kappa_2)$. The terms in $\ln r$ and $\gamma$ cancel, leaving $(C/r_0)\ln(\kappa_2/\kappa_1)$.

**The limit without the approximation**

From the Bessel integral,

$$D(r)=C\int_0^\infty J_0(qr)\left[\frac1{\kappa_1+r_0q}-\frac1{\kappa_2+r_0q}\right]dq .$$

The bracket is positive and falls as $1/q^2$, so its integral converges. Because $|J_0|\le1$, the limit $r\to0$ may be taken under the integral, where $J_0\to1$:

$$D(0^+)=\frac C{r_0}\left[\ln\frac{\kappa_1+r_0q}{\kappa_2+r_0q}\right]_0^\infty=\frac C{r_0}\ln\frac{\kappa_2}{\kappa_1} .$$

The upper limit gives $\ln1=0$; the lower one gives $-\ln(\kappa_1/\kappa_2)$. For your numbers $C=1.440$ eV nm, so

$$D(0^+)=\frac{1.440\ \text{eV nm}}{4\ \text{nm}}\ln4=0.360\ \text{eV}\times1.386=0.499\ \text{eV}.$$

This is the 0.50 eV of the exercise.

**How quickly the drop decreases**

In the line-charge form,

$$D(r)=\frac C{r_0}\int_0^\infty\frac{e^{-\kappa_1z/r_0}-e^{-\kappa_2z/r_0}}{\sqrt{r^2+z^2}}\,dz .$$

The numerator is positive and the factor $1/\sqrt{r^2+z^2}$ decreases with $r$. So $D$ is positive and decreases steadily from its limit. The loss is

$$D(0^+)-D(r)=\frac C{r_0}\int_0^\infty\left(e^{-\kappa_1z/r_0}-e^{-\kappa_2z/r_0}\right)\left[\frac1z-\frac1{\sqrt{r^2+z^2}}\right]dz .$$

The slope of $e^{-x}$ is smaller than 1 in magnitude for $x>0$, so the difference of exponentials is less than $(\kappa_2-\kappa_1)z/r_0$. What remains is elementary:

$$\int_0^\infty\left[1-\frac z{\sqrt{r^2+z^2}}\right]dz=\left[z-\sqrt{r^2+z^2}\right]_0^\infty=r .$$

Hence

$$0<D(0^+)-D(r)<\frac{C(\kappa_2-\kappa_1)}{r_0^2}\,r .$$

The right side is also the leading loss as $r\to0$: the important $z$ are then comparable with $r$, where the difference of exponentials approaches its linear form. For your numbers the coefficient is $1.440\times3/16=0.270$ eV/nm. At 0.1 nm the loss is therefore below 0.027 eV, and the drop lies between 0.472 and 0.499 eV.

For larger separations I evaluated the line-charge integral by numerical quadrature, after substituting $z=r\sinh u$. The last column is for a sheet of finite thickness, treated below.

| $r$ (nm) | $V$, $\kappa=1$ (eV) | $V$, $\kappa=4$ (eV) | $D$ (eV) | $D$, slab (eV) |
|---|---|---|---|---|
| 0.01 | 2.200 | 1.703 | 0.496 | 0.429 |
| 0.10 | 1.378 | 0.904 | 0.475 | 0.427 |
| 0.30 | 0.999 | 0.563 | 0.436 | 0.413 |
| 0.60 | 0.773 | 0.382 | 0.391 | 0.381 |
| 1.00 | 0.616 | 0.272 | 0.345 | 0.340 |
| 2.00 | 0.426 | 0.159 | 0.268 | 0.266 |

Between 0.01 and 0.1 nm the vacuum interaction falls by 0.82 eV, while the drop $D$ changes by 0.02 eV. In that range "nearly distance-independent" is fair. Solving for the separation numerically, $D$ has lost 5% of its limit at 0.10 nm and 10% at 0.23 nm. At 1 nm it has lost 31%.

The condition for the logarithm must hold in both surroundings, and the stricter one is $r\ll r_0/\kappa_2=1$ nm. Being well below the vacuum length of 4 nm is not enough.

At the opposite extreme, $r\gg r_0/\kappa_1$, the whole line looks like a point. Its total charge is $\int_0^\infty e^{-\kappa z/r_0}dz/r_0=1/\kappa$, so $V\approx C/(\kappa r)$ and

$$D(r)\approx\frac Cr\left(\frac1{\kappa_1}-\frac1{\kappa_2}\right).$$

This is the law you tried. At 2 nm it would give 0.54 eV, twice the value in the table, so even there it does not yet apply.

**What thickness does to the limit**

The thin-sheet plateau lies at separations smaller than the thickness of a real monolayer, so the model has to be examined there. Replace the sheet by a uniform, isotropic slab of thickness $d$ and permittivity $\varepsilon$, with the same medium $\kappa$ on both sides and both charges at mid-plane. Each surface reflects a charge with strength

$$L=\frac{\varepsilon-\kappa}{\varepsilon+\kappa} .$$

Repeated reflection puts image charges $L^n$ at heights $\pm nd$:

$$V(r)=\frac C\varepsilon\left[\frac1r+2\sum_{n=1}^\infty\frac{L^n}{\sqrt{r^2+n^2d^2}}\right].$$

To compare like with like, the slab must have the same vacuum screening length. In Fourier space the image at height $nd$ brings a factor $e^{-nqd}$, and the geometric series gives

$$V(q)=\frac{2\pi C}{\varepsilon q}\,\frac{1+Le^{-qd}}{1-Le^{-qd}} .$$

Set this equal to $2\pi C/[q\,\eta(q)]$ and expand $\eta$ for $qd\ll1$, using $(1-L)/(1+L)=\kappa/\varepsilon$:

$$\eta=\varepsilon\,\frac{1-Le^{-qd}}{1+Le^{-qd}}\approx\kappa\left[1+\frac{2L}{1-L^2}qd\right]=\kappa+\frac d2\left(\varepsilon-\frac{\kappa^2}\varepsilon\right)q .$$

The last step uses $2L/(1-L^2)=(\varepsilon^2-\kappa^2)/(2\varepsilon\kappa)$. The coefficient of $q$ is the slab's screening length. With $d=0.6$ nm, requiring 4 nm in vacuum gives $\varepsilon-1/\varepsilon=13.33$, so $\varepsilon=13.41$. In surroundings with $\kappa=4$ the same slab has a length of 3.66 nm, so a fixed $r_0$ is itself an approximation.

In the drop, the direct term $C/(\varepsilon r)$ cancels. At $r\to0$ the image sum is $\sum L^n/n=-\ln(1-L)$, and $1-L=2\kappa/(\varepsilon+\kappa)$, so

$$D_{\rm slab}(0^+)=\frac{2C}{\varepsilon d}\ln\frac{\kappa_2(\varepsilon+\kappa_1)}{\kappa_1(\varepsilon+\kappa_2)}=0.358\ \text{eV}\times\ln3.31=0.43\ \text{eV}.$$

For $\varepsilon\gg\kappa_2$ this returns to the sheet result, because then $\varepsilon d/2\to r_0$ and the logarithm tends to $\ln(\kappa_2/\kappa_1)$.

Thickness lowers the plateau but makes it flatter. The nearest images are a distance $d$ away, and $1/\sqrt{n^2d^2+r^2}$ starts to fall only as $r^2$. The slab column, computed from the Fourier form by quadrature, loses about 4% by 0.3 nm, where the thin sheet has lost 13%. At 1 nm the two models differ by 1.3%, and at 2 nm by 0.5%.

**Real monolayers**

A screening length of 4 nm and a thickness of 0.6 nm are rough values for monolayer MoS$_2$, and $\kappa=4$ is a rough value for hexagonal boron nitride on both sides. Boron nitride is anisotropic, and its response depends on whether the lattice has time to follow the charges. Taking $\kappa_2=5$ instead changes the thin-sheet limit to $0.360\ln5=0.58$ eV. The slab is also taken as isotropic, which a real monolayer is not. Two other assumptions can matter more.

The first is perfect contact. Suppose an empty gap of 0.3 nm separates each face of the slab from the dielectric. The function $\eta$ can be carried through any layer of permittivity $\varepsilon_l$ and thickness $h$. Define it as $\eta=-\varepsilon_l\,\partial_z\phi/(q\phi)$, with $z$ pointing outward. Inside the layer, at distance $w$ inward from its outer face,

$$\phi\propto\cosh qw+\frac{\eta_{\rm out}}{\varepsilon_l}\sinh qw ,$$

and evaluating $\eta$ at $w=h$ gives

$$\eta_{\rm in}=\varepsilon_l\,\frac{\eta_{\rm out}+\varepsilon_l\tanh qh}{\varepsilon_l+\eta_{\rm out}\tanh qh} .$$

Start from $\eta_{\rm out}=\kappa$, pass through the gap ($\varepsilon_l=1$), then through half the slab, and integrate the difference of $C/\eta$ over $q$. The zero-separation drop becomes 0.29 eV. The number depends on where the empty space is put, since 0.6 nm is close to the layer spacing of the bulk crystal and already includes some. A thinner slab of 0.32 nm with the same 4 nm vacuum length gives 0.34 eV with gaps of 0.15 nm and 0.29 eV with gaps of 0.33 nm.

The second is the absence of mobile carriers, which a transistor channel contains when it conducts. If the carrier density responds to the potential energy as $\delta n=-\Pi V$, the interaction obeys

$$V(q)=\frac{2\pi C}{q(\kappa+r_0q)}\,[1-\Pi V(q)]
\;\Rightarrow\;
V(q)=\frac{2\pi C}{q(\kappa+r_0q)+2\pi C\Pi} .$$

For a slowly varying potential $\Pi=dn/d\mu$, with $\mu$ the chemical potential. A parabolic band has a constant density of states $g$, so $n=gk_BT\ln(1+e^{\mu/k_BT})$ and

$$\Pi=\frac g{1+e^{-\mu/k_BT}}=g\left(1-e^{-n/gk_BT}\right).$$

Take $n=10^{12}$ cm$^{-2}$ at 300 K, a mass of half the free-electron mass and fourfold spin and valley degeneracy. Then $g=4.18$ eV$^{-1}$nm$^{-2}$, $\Pi=0.37$ eV$^{-1}$nm$^{-2}$ and $2\pi C\Pi=3.3$ nm$^{-1}$. Integrating the difference for the thin sheet gives a zero-separation drop of 0.16 eV.

This is an order estimate. It uses the slow-variation value of $\Pi$ at all $q$, although the thermal wavevector $\sqrt{2mk_BT}/\hbar$ is only 0.58 nm$^{-1}$ and the gas should respond less at shorter wavelengths. A smaller $\Pi$ would leave a larger drop. The estimate also assumes a linear response, which in so dilute a gas requires $|V|\ll k_BT\approx0.026$ eV. Close to the charge $V$ is much larger, and a repelled gas cannot lose more carriers than it has, so the linear formula overstates the screening of a like charge. The value 0.16 eV is therefore not a prediction for a real channel. It indicates only that carriers can reduce the drop, so 0.50 eV should not be carried over to a doped channel unchecked.

Nor is 0.50 eV the change in an exciton's binding energy. If the pair's separation were confined to the plateau, a constant shift would leave its wavefunction alone and reduce the binding by that constant. A pair spread over about 1 nm samples the region where $D$ is nearer 0.34 eV and still varying, so its binding energy has to be calculated from the full $V(r)$.

For your exercise, the statement to prove is this: in a thin, undoped sheet with $r_0=4$ nm held fixed, raising $\kappa$ from 1 to 4 lowers $V(r)$ by an amount that tends to 0.50 eV as $r\to0$ and is nearly constant for $r\ll1$ nm.
